# Does a strong trimethylgallium–ammonia adduct mean lost precursor?

**The argument under review**

The argument concerns trimethylgallium, Ga(CH₃)₃, mixed with excess ammonia on its way to a hot substrate. It runs as follows. The two molecules bind strongly. Near room temperature almost every trimethylgallium molecule is therefore held in an adduct. A molecule held in an adduct is no longer available as trimethylgallium, so the precursor has been lost, and the remedy is to weaken the binding.

The first two statements are sound for the conditions considered below. The third uses "not free at this moment" as if it meant "not recoverable". I ask the proponent to separate the two, and to answer a definite question: of the trimethylgallium that enters, what fraction can no longer be returned by dissociation when the gas has been heated?

An opposite shortcut must also be avoided. One might reply that dissociation is far faster than any chemical change of the adduct, so that the loss must be negligible. That does not follow either, because a molecule released into ammonia binds again.

**What has to be counted**

The reactions are

$$\mathrm{Ga(CH_3)_3+NH_3}\;\rightleftharpoons\;\text{adduct}\;\rightarrow\;\mathrm{(CH_3)_2GaNH_2+CH_4}.$$

I call a molecule lost when it has passed the second arrow. The amide still contains gallium and may deposit it or grow into particles; its later fate is a separate question.

Let $A$, $C$ and $L$ be the fractions of the original trimethylgallium that are free, bound and lost, so that $A+C+L=1$. They are fractions of a fixed amount of material, so expansion of the gas on heating does not change them. Ammonia is in large excess, and a free molecule binds at the rate $a=k_f n$, where $n$ is the ammonia number density and $k_f$ the binding rate constant. The adduct dissociates at the rate $k_d$ and eliminates methane at the rate $k_e$. Then

$$\frac{dA}{dt}=-aA+k_dC,\qquad \frac{dC}{dt}=aA-(k_d+k_e)C,\qquad \frac{dL}{dt}=k_eC. \tag{1}$$

Adding the first two equations cancels both binding and dissociation:

$$\frac{d(A+C)}{dt}=-k_eC,\qquad L(t)=\int_0^t k_e\,C\,dt'. \tag{2}$$

This already refutes the third statement of the argument. If $k_e=0$, then $L=0$ for any binding strength, even with $C$ close to one. Binding supplies the population from which loss can occur; elimination is the loss.

**One binding, and many**

An adduct formed at time zero is still intact after time $t$ with probability $e^{-(k_d+k_e)t}$. The chance that it ends by elimination is therefore

$$p=\int_0^\infty k_e e^{-(k_d+k_e)t}\,dt=\frac{k_e}{k_d+k_e}. \tag{3}$$

This is the competition between elimination and dissociation. If the ammonia is suddenly removed at fixed temperature, no molecule can bind again, and $p$ is the final lost fraction of the adducts then present.

In ammonia the story continues. Let $N$ be the mean number of bindings before loss, at constant rates. There is one binding for certain, and with probability $1-p$ the molecule is released and starts afresh:

$$N=1+(1-p)N\quad\Rightarrow\quad N=\frac1p. \tag{4}$$

The mean time to loss, $\tau$, starting from a free molecule, follows in the same way. Each cycle costs a mean time $1/a$ to bind and $1/(k_d+k_e)$ in the adduct:

$$\tau=\frac1a+\frac1{k_d+k_e}+(1-p)\tau .$$

Moving the last term to the left and dividing by $p$ gives

$$\tau=\frac{k_d+k_e}{k_e}\cdot\frac{a+k_d+k_e}{a(k_d+k_e)}=\frac{a+k_d+k_e}{a\,k_e}. \tag{5}$$

This time is finite whenever $a$ and $k_e$ are nonzero. Given unlimited time in ammonia, all the precursor would be lost. A statement about loss must therefore name the residence time as well as the branching ratio.

**The rate of loss**

For constant rates, seek solutions of (1) in which $A$ and $C$ both vary as $e^{-\lambda t}$. The two equations become

$$(a-\lambda)A=k_dC,\qquad (k_d+k_e-\lambda)C=aA.$$

Multiplying them and cancelling $AC$ gives $(a-\lambda)(k_d+k_e-\lambda)=ak_d$. With $S=a+k_d+k_e$ this is

$$\lambda^2-S\lambda+ak_e=0,\qquad \lambda=\frac{S-\sqrt{S^2-4ak_e}}{2}$$

for the slower decay. When $4ak_e\ll S^2$, the root is $\sqrt{S^2-4ak_e}\approx S-2ak_e/S$, so

$$\lambda\approx\frac{a\,k_e}{a+k_d+k_e}. \tag{6}$$

Two limits matter. If $k_e\ll a+k_d$, binding and dissociation come to balance before much is eliminated. Then

$$\lambda\approx k_e\theta,\qquad \theta=\frac{a}{a+k_d}, \tag{7}$$

where $\theta$ is the bound fraction of the surviving molecules. If instead $k_e$ greatly exceeds both $a$ and $k_d$, then $\lambda\approx a$: nearly every binding is fatal, and the rate of capture sets the loss. Even there the adduct is dangerous because it reacts before it can dissociate.

During heating the rates depend on time. If $a+k_d$ is large compared with both $k_e$ and the fractional rate of change $|d\ln\theta/dt|$, then $C\approx\theta(A+C)$ at each moment. Equation (2) becomes $d(A+C)/dt=-k_e\theta(A+C)$, and

$$L=1-\exp\left(-\int k_e\theta\,dt\right). \tag{8}$$

**Would weaker binding help?**

The proposed remedy needs a statement of what is held fixed. Let $D$ be the barrier to dissociation, taken equal to the well depth because binding is assumed to have no barrier. Let $E$ be the elimination barrier measured from the adduct. With constant prefactors,

$$k_d=A_de^{-D/k_BT},\qquad k_e=A_ee^{-E/k_BT}.$$

Insert these in (7) and multiply numerator and denominator by $e^{D/k_BT}$:

$$\lambda\approx\frac{aA_e e^{-E/k_BT}}{a+A_de^{-D/k_BT}}=\frac{aA_e\,e^{-(E-D)/k_BT}}{A_d+a\,e^{D/k_BT}}. \tag{9}$$

The difference $E-D$ is the height of the elimination transition state above the free molecules. Suppose it is held fixed while the well is deepened. The numerator of the last form stays the same and the denominator grows, so the loss rate falls. The fall is slight while few molecules are bound, because then $a\,e^{D/k_BT}\ll A_d$ and $D$ nearly disappears. It becomes large once the adduct dominates, because molecules then sit in a deep well from which the transition state is harder to reach.

Suppose instead that $E$ is held fixed. The first form shows that a deeper well raises the rate towards its ceiling $k_e$. But deepening the well at fixed $E$ also lowers the transition state relative to the free molecules. The harm comes with that easier passage to methane. A proposal to weaken the adduct must therefore say what happens to the transition state.

**A numerical case**

Take 100 Torr total pressure, 30 Torr ammonia and 0.03 Torr trimethylgallium. The gas waits 0.5 s at 300 K and is then heated linearly to 800 K in 20 ms. I use $k_f=10^{-11}$ cm³/s, $A_d=10^{16}$ s⁻¹, $A_e=10^{13}$ s⁻¹, $D=0.75$ eV and $E=1.45$ eV. These are round illustrative values, not fitted data.

At 300 K, $a=9.66\times10^6$ s⁻¹ and $k_d=2.5\times10^3$ s⁻¹, so

$$\theta=\frac{9.66\times10^6}{9.66\times10^6+2.5\times10^3}=0.9997 .$$

The proponent is right that binding is nearly complete. But $k_e=4.4\times10^{-12}$ s⁻¹, and the wait costs a fraction $4.4\times10^{-12}\times0.5=2.2\times10^{-12}$. Removing the ammonia at this temperature would lose only $p=1.7\times10^{-15}$ of the adducts.

On heating, half of the surviving molecules are free at 413 K. The rates then develop as follows:

| $T$ (K) | $\theta$ | $k_e$ (s⁻¹) | $k_e\theta$ (s⁻¹) | $p$ |
|---|---|---|---|---|
| 500 | 0.021 | 0.024 | $5.0\times10^{-4}$ | $8.8\times10^{-11}$ |
| 800 | $1.9\times10^{-5}$ | $7.3\times10^3$ | 0.14 | $3.9\times10^{-8}$ |

The bound fraction falls by about a factor of a thousand between these rows, yet the loss rate rises, because elimination speeds up by more. This is the behaviour in (9) when few molecules are bound and $E-D$ exceeds $k_BT$: the exponential then grows faster than $a$, which varies as $1/T$ at fixed pressure, declines. In this ramp 79 % of the loss occurs above 700 K, where the adduct is scarce. For direct elimination with these parameters, the amount of adduct seen in the cold gas is thus a poor measure of the loss.

Equation (8), integrated by the trapezoidal rule, gives a ramp loss of 0.041 %. Integrating (1) through the ramp with an implicit method for stiff equations gives the same figure. The agreement is expected: $a$ stays above $3.6\times10^6$ s⁻¹, so the balance is restored in less than 0.3 µs, while heating takes milliseconds. At 800 K, with elimination as the only loss, 99.96 % of the trimethylgallium is free again.

The number of bindings explains why $p$ alone is not the answer. A surviving molecule binds $\int a(1-\theta)\,dt=7.6\times10^4$ times during the ramp. The average of $p$ over these bindings, each taken at the temperature where it happens, is $5.3\times10^{-9}$, and

$$7.6\times10^4\times5.3\times10^{-9}\approx4.0\times10^{-4},$$

which is the ramp loss again, to the rounding of the factors.

**A case in which the loss is large**

Now keep the binding, pressures and ramp fixed and lower the elimination barrier to 1.05 eV. These are model parameters for a more reactive adduct. At 800 K, $k_e$ becomes $2.4\times10^6$ s⁻¹ and $p=1.3\times10^{-5}$. Dissociation still wins all but about one in 78,000 bindings at that temperature. Yet the ramp loss is 25 %, because with these rate constants tens of thousands of bindings occur. The count itself depends on $k_f$; what sets the loss is the count together with $p$. Both adducts are equally strong, and their bound fractions at 300 K are the same. The elimination barrier alone separates a loss of 0.041 % from one of 25 %.

The effect of well depth can be read in the same way, from numerical integration of (1) with the pressures, prefactors and ramp unchanged:

| Held fixed | $D$ (eV) | Ramp loss (%) |
|---|---|---|
| $E-D=0.70$ eV | 0.75, 1.25, 1.50 | 0.041, 0.033, 0.0085 |
| $E=1.45$ eV | 0.55, 0.75, 0.95 | 0.0018, 0.041, 0.98 |

In the first row stronger binding protects the precursor. In the second it exposes it, since the transition state comes down with the well.

**How far the numbers can be trusted**

The pressures and the ammonia excess are in the range used for gallium nitride growth. In a real reactor heating does not stop at 800 K; the substrate is often near 1300 K. Free trimethylgallium then also loses methyl radicals by ordinary pyrolysis. With a rough rate of $3\times10^{15}\,e^{-2.6\,\mathrm{eV}/k_BT}$ s⁻¹, this removes 0.010 % in the ramp to 800 K and overtakes elimination at about 803 K. Both rates are then only about 0.15 s⁻¹, so most molecules survive well beyond that point. If heating continues at the same rate to 1300 K, with pyrolysis competing, the elimination loss becomes 0.48 % instead of 0.041 %. For the more reactive adduct it becomes 59 % instead of 25 %. The order of the two cases stands, but the 800 K figures should not be used as reactor losses.

The loss is sensitive to both energies. Changing $E$ by 0.10 eV at fixed $D$ moves the ramp loss to 0.20 % or 0.0084 %, a factor of about five either way. Changing $D$ by as much at fixed $E$ has a similar effect, because by (9) the loss rate depends on $E-D$ while few molecules are bound. Errors can also add: raising $D$ and lowering $E$ by 0.10 eV together gives 1.0 %, and the opposite changes give 0.0018 %. The ratio $A_d/k_f$, which helps to set the binding equilibrium, matters too: a tenfold smaller $A_d$ at the same $k_f$ gives 0.41 %. The figure of 0.041 % is therefore an illustration, and could be wrong by more than a factor of ten for real trimethylgallium.

The dissociation rate also needs care. At 800 K it is $1.9\times10^{11}$ s⁻¹, whereas a molecule suffers only about $3.6\times10^8$ collisions per second, for a rough collision rate constant of $3\times10^{-10}$ cm³/s. Collisions cannot maintain a thermal supply of energetic adducts at that pace, so the true $k_d$ is smaller. Detailed balance requires $k_f$ to fall by the same factor. Reducing both a thousandfold leaves the ramp loss at 0.041 % and changes that of the reactive adduct from 24.7 to 24.5 %. There are fewer bindings, each longer and more dangerous, and $\theta$ is unchanged. This holds while $k_d$ remains well above $k_e$. A thousandfold cut brings $k_d$ at 800 K only to about half the collision rate, so larger cuts are possible. Cuts of $10^4$ and $10^5$ leave the first case at 0.041 %, but lower the loss of the reactive adduct to 23 % and 18 % at 800 K, and from 59 % to 54 % and 32 % on the path to 1300 K. I have kept $k_e$ at its thermal value; an energy-resolved calculation would be needed to correct it.

Three further assumptions can be sized:

- Binding all the trimethylgallium would use 0.10 % of the ammonia, so treating $n$ as unaffected is safe.
- Elimination is taken as irreversible. The methane it makes cannot exceed 0.03 Torr if none is supplied with the gas. Consider the gas above 700 K, where most of the loss occurs and the adduct is scarce. Even if the equilibrium constant for converting free trimethylgallium and ammonia to amide and methane were only one there, about $0.03/30.03=0.10\,\%$ would remain unconverted at equilibrium.
- A second ammonia molecule may assist elimination. For an assumed prefactor of $10^{-13}$ cm³/s, this path would equal the direct one, over the wait and ramp together, if its barrier were 0.49 eV. With a lower barrier it would dominate, and the loss given here would be too small. This path acts mainly in the cold gas, where the adduct is abundant: at equality 58 % of its loss falls in the wait at 300 K, and at a barrier of 0.40 eV it removes 1.1 %, four fifths of that in the wait. The time spent mixed and cold would then matter most.

Joining of amide molecules into larger species, and particle growth, are not included.

**What the argument should say**

The proponent should replace "the adduct forms, so precursor is lost" by a statement about $\int k_eC\,dt$. The evidence needed is the elimination rate, the bound fraction along the temperature path and the time spent there. A measured binding energy supplies only part of the second item.

The practical advice changes too. Where $\theta$ is small and the loss is small, (8) gives $L\approx\int k_e\theta\,dt$ with $\theta\approx a/k_d$. For a given temperature path, halving either the ammonia pressure or the time taken then halves the elimination loss, as long as pyrolysis removes little. On the path to 1300 K, where pyrolysis competes, halving the ammonia still halves the 0.48 % loss, but heating twice as fast leaves 61 % of it. This concerns elimination only; growth may need the ammonia for other reasons. With the prefactors fixed, weakening the adduct helps if it leaves $E$ unchanged, though only slightly where nearly all molecules stay bound and the rate is close to its ceiling $k_e$. It does not help if it leaves $E-D$ unchanged.
